# Size consistency and size extensivity are two different properties: test program

```python
"""Size consistency versus size extensivity, tested on hydrogen molecules.

Results under test (hartree atomic units, minimal basis, orbitals g and u):
  N distant H2, restricted MP2 correlation: -N K^2 / (2 gap)
  N distant H2, CISD correlation:           D - sqrt(D^2 + N K^2)
  One H2 at large bond length R: CISD -> 2 E(H), while restricted MP2 ->
      2 E(H) + U/2 - 1/(2R) - R (U - 1/R)^2 / 8, unbounded below.
K = (gu|gu); gap = orbital energy of u minus that of g; 2D = energy of the
u^2 determinant minus that of g^2; U = self-repulsion of the atomic function.
The formulas use integrals; the other side is actual SCF, MP2, CISD, full CI.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, mp, ci, fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def build(atoms, basis="sto-3g", spin=0, symmetry=False):
    return gto.M(atom=atoms, basis=basis, unit="Bohr", spin=spin,
                 symmetry=symmetry, verbose=0)


def h2_atoms(bond, x=0.0, y=0.0):
    return [["H", (x, y, -bond / 2)], ["H", (x, y, bond / 2)]]


def hydrogen_atom(basis):
    """Lowest one-electron energy and orbital of the atom in the basis."""
    atom = build([["H", (0.0, 0.0, 0.0)]], basis, spin=1)
    core = atom.intor("int1e_kin") + atom.intor("int1e_nuc")
    energies, orbitals = eigh(core, atom.intor("int1e_ovlp"))
    return energies[0], orbitals[:, 0], atom


def run_rhf(mol, density=None, gerade=False):
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-12
    mf.max_cycle = 200
    if gerade:
        mf.irrep_nelec = {"Ag": 2}
    mf.kernel(density)
    assert mf.converged
    return mf


def mp2_correlation(mf):
    return mp.MP2(mf).kernel()[0]


def cisd_correlation(mf):
    solver = ci.CISD(mf)
    solver.conv_tol = 1e-11
    solver.max_cycle = 200
    solver.kernel()
    return solver.e_tot - mf.e_tot


def symmetric_h2(bond, basis):
    """Restricted solution with both electrons in the gerade orbital."""
    orbital = hydrogen_atom(basis)[1]
    mol = build(h2_atoms(bond), basis, symmetry="D2h")
    trial = np.concatenate([orbital, orbital])
    norm = trial @ mol.intor("int1e_ovlp") @ trial
    return run_rhf(mol, 2 * np.outer(trial, trial) / norm, gerade=True)


def model_parameters(bond):
    """RHF energy, gap, D and K from integrals over symmetry orbitals."""
    mol = build(h2_atoms(bond))
    s = mol.intor("int1e_ovlp")[0, 1]
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e").reshape(2, 2, 2, 2)
    g = np.array([1.0, 1.0]) / np.sqrt(2 + 2 * s)
    u = np.array([1.0, -1.0]) / np.sqrt(2 - 2 * s)

    def two(a, b, c, d):
        return np.einsum("pqrs,p,q,r,s->", eri, a, b, c, d)

    h_g, h_u = g @ core @ g, u @ core @ u
    j_gg, j_uu = two(g, g, g, g), two(u, u, u, u)
    j_gu, k = two(g, g, u, u), two(g, u, g, u)
    e_rhf = 2 * h_g + j_gg + 1 / bond
    gap = h_u - h_g + 2 * j_gu - k - j_gg
    d = h_u - h_g + (j_uu - j_gg) / 2
    return e_rhf, gap, d, k


def distant_molecules(count, bond):
    atoms = []
    for i in range(count):
        atoms += h2_atoms(bond, x=1000.0 * i)
    return run_rhf(build(atoms))


e_atom, _, atom = hydrogen_atom("sto-3g")
U = atom.intor("int2e").ravel()[0]
print(f"STO-3G: E(H) = {e_atom:.6f}, 2E(H) = {2*e_atom:.6f}, U = {U:.6f} hartree")

# Distant copies at the bond length 1.4 bohr.
BOND = 1.4
e_rhf, gap, D, K = model_parameters(BOND)
e_mp2 = -K**2 / (2 * gap)
e_pair = D - np.sqrt(D**2 + K**2)
print(f"H2 at {BOND} bohr: E(RHF) = {e_rhf:.6f} hartree")
print(f"gap = {gap:.6f}, D = {D:.6f}, K = {K:.6f} hartree")
print(f"one H2 correlation: MP2 {e_mp2:.6f}, CISD {e_pair:.6f} hartree")
print("distant H2: N, MP2/N, CISD/N (hartree), CISD share of exact-in-basis (%)")
for n in (1, 2, 3, 4, 8, 12):
    mf = distant_molecules(n, BOND)
    mp2, cisd = mp2_correlation(mf), cisd_correlation(mf)
    assert abs(mf.e_tot - n * e_rhf) < 1e-7
    assert abs(mp2 - n * e_mp2) < 1e-7
    assert abs(cisd - (D - np.sqrt(D**2 + n * K**2))) < 1e-7
    if n <= 3:
        full = fci.FCI(mf).kernel()[0] - mf.e_tot
        assert abs(full - n * e_pair) < 1e-7
    if n == 2:
        full_two, cisd_two = full, cisd
    print(f"  {n:3d}  {mp2/n:.6f}  {cisd/n:.6f}  {100*cisd/(n*e_pair):.2f}")
for n in (100, 1000):
    value = D - np.sqrt(D**2 + n * K**2)
    print(f"  formula N={n}: CISD/N {value/n:.6f} hartree, "
          f"share {100*value/(n*e_pair):.2f} %")

# Adding the simultaneous double excitation cures the two-molecule case.
c = np.sqrt(2) * K
with_quadruple = np.array([[0, c, 0], [c, 2 * D, c], [0, c, 4 * D]])
root = np.linalg.eigvalsh(with_quadruple)[0]
assert abs(root - full_two) < 1e-7
assert cisd_two - full_two > 1e-4
print(f"two H2: CISD {cisd_two:.6f}, with quadruple {root:.6f}, "
      f"full CI {full_two:.6f} hartree")
print(f"two H2: CISD consistency error {cisd_two-2*e_pair:.6f} hartree")

# A poor restricted MP2 energy is still additive over stretched molecules.
single, double = distant_molecules(1, 4.0), distant_molecules(2, 4.0)
total_one = single.e_tot + mp2_correlation(single)
total_two = double.e_tot + mp2_correlation(double)
exact_one = fci.FCI(single).kernel()[0]
assert abs(total_two - 2 * total_one) < 1e-7
assert abs(total_one - exact_one) > 1e-3
print(f"bond 4 bohr: MP2 one H2 {total_one:.6f}, two H2 {total_two:.6f} hartree")
print(f"bond 4 bohr: MP2 minus full CI, one H2: {total_one-exact_one:.6f} hartree")

# Dissociation in the minimal basis.
print("STO-3G: R (bohr), gap, then E - 2E(H) for RHF, MP2, CISD (hartree)")
for bond in (1.4, 4.0, 10.0, 20.0, 40.0):
    r_rhf, r_gap, r_d, r_k = model_parameters(bond)
    mf = symmetric_h2(bond, "sto-3g")
    mp2, cisd = mp2_correlation(mf), cisd_correlation(mf)
    orbital_gap = abs(mf.mo_energy[1] - mf.mo_energy[0])
    assert abs(mf.e_tot - r_rhf) < 1e-7
    assert abs(orbital_gap - r_gap) < 1e-7
    assert abs(mp2 + r_k**2 / (2 * r_gap)) < 1e-6
    assert abs(cisd - (r_d - np.sqrt(r_d**2 + r_k**2))) < 1e-7
    errors = np.array([0, mp2, cisd]) + mf.e_tot - 2 * e_atom
    if bond >= 20:
        limit_rhf = U / 2 - 1 / (2 * bond)
        limit_mp2 = limit_rhf - bond * (U - 1 / bond)**2 / 8
        assert abs(orbital_gap - 1 / bond) < 1e-7
        assert abs(errors[0] - limit_rhf) < 1e-6
        assert abs(errors[1] - limit_mp2) < 1e-6
        assert abs(errors[2]) < 1e-6
    if bond == 20:
        mp2_error_20 = errors[1]
    print(f"  {bond:4.1f}  {orbital_gap:.6f}  " +
          "  ".join(f"{x + 0.0:.6f}" for x in errors))
print(f"MP2 error at 20 bohr: {mp2_error_20:.6f} hartree = "
      f"{mp2_error_20*HARTREE_EV:.3f} eV")

# A spin-unrestricted reference with one electron on each atom.
uhf = scf.UHF(build(h2_atoms(20.0)))
uhf.chkfile = None
uhf.conv_tol = 1e-12
uhf.kernel(np.array([np.diag([1.0, 0.0]), np.diag([0.0, 1.0])]))
assert uhf.converged
ump2_total = uhf.e_tot + mp2_correlation(uhf)
spin_square = uhf.spin_square()[0]
assert abs(ump2_total - 2 * e_atom) < 1e-6
assert abs(spin_square - 1.0) < 1e-6
print(f"unrestricted MP2 at 20 bohr: {ump2_total:.6f} hartree, "
      f"reference <S^2> = {spin_square:.3f}")

# The same contrast in a larger basis.
e_atom_dz = hydrogen_atom("cc-pvdz")[0]
print(f"cc-pVDZ: 2E(H) = {2*e_atom_dz:.6f} hartree")
print("cc-pVDZ: R (bohr), E - 2E(H) for RHF, MP2, CISD (hartree)")
previous = np.inf
for bond in (10.0, 20.0, 40.0):
    mf = symmetric_h2(bond, "cc-pvdz")
    mp2, cisd = mp2_correlation(mf), cisd_correlation(mf)
    errors = np.array([0, mp2, cisd]) + mf.e_tot - 2 * e_atom_dz
    assert errors[1] < previous - 0.1
    assert abs(errors[2]) < 3e-5
    previous = errors[1]
    print(f"  {bond:4.1f}  " + "  ".join(f"{x + 0.0:.6f}" for x in errors))
mf = run_rhf(build(h2_atoms(BOND), "cc-pvdz"))
full_dz = fci.FCI(mf).kernel()[0] - mf.e_tot
cisd_dz = cisd_correlation(mf)
assert abs(full_dz - cisd_dz) < 1e-7
print(f"cc-pVDZ at {BOND} bohr: correlation CISD {cisd_dz:.6f}, "
      f"full CI {full_dz:.6f} hartree")

# Interacting molecules on rings with a fixed neighbour distance.
SPACING = 5.0
print(f"rings, spacing {SPACING} bohr: N, MP2/N, CISD/N (hartree)")
ring = {}
for n in (4, 8, 12):
    radius = SPACING / (2 * np.sin(np.pi / n))
    atoms = []
    for angle in 2 * np.pi * np.arange(n) / n:
        atoms += h2_atoms(BOND, radius * np.cos(angle), radius * np.sin(angle))
    mf = run_rhf(build(atoms))
    ring[n] = (mp2_correlation(mf) / n, cisd_correlation(mf) / n)
    print(f"  {n:3d}  {ring[n][0]:.6f}  {ring[n][1]:.6f}")
mp2_change = abs(ring[12][0] / ring[8][0] - 1)
cisd_loss = 1 - ring[12][1] / ring[8][1]
assert mp2_change < 0.005
assert cisd_loss > 0.02
print(f"ring 8 to 12: MP2/N changes {100*mp2_change:.3f} %, "
      f"CISD/N loses {100*cisd_loss:.2f} %")

print("all good")
```

It prints:

```
STO-3G: E(H) = -0.466582, 2E(H) = -0.933164, U = 0.774606 hartree
H2 at 1.4 bohr: E(RHF) = -1.116714 hartree
gap = 1.248471, D = 0.788645, K = 0.181258 hartree
one H2 correlation: MP2 -0.013158, CISD -0.020562 hartree
distant H2: N, MP2/N, CISD/N (hartree), CISD share of exact-in-basis (%)
    1  -0.013158  -0.020562  100.00
    2  -0.013158  -0.020307  98.76
    3  -0.013158  -0.020064  97.58
    4  -0.013158  -0.019832  96.45
    8  -0.013158  -0.018999  92.40
   12  -0.013158  -0.018286  88.93
  formula N=100: CISD/N -0.011881 hartree, share 57.78 %
  formula N=1000: CISD/N -0.004997 hartree, share 24.30 %
two H2: CISD -0.040614, with quadruple -0.041123, full CI -0.041123 hartree
two H2: CISD consistency error 0.000510 hartree
bond 4 bohr: MP2 one H2 -0.862710, two H2 -1.725419 hartree
bond 4 bohr: MP2 minus full CI, one H2: 0.081069 hartree
STO-3G: R (bohr), gap, then E - 2E(H) for RHF, MP2, CISD (hartree)
   1.4  1.248471  -0.183551  -0.196708  -0.204112
   4.0  0.345837  0.172081  0.070454  -0.010615
  10.0  0.100110  0.337193  -0.231049  -0.000000
  20.0  0.050000  0.362303  -0.950331  0.000000
  40.0  0.025000  0.374803  -2.434742  0.000000
MP2 error at 20 bohr: -0.950331 hartree = -25.860 eV
unrestricted MP2 at 20 bohr: -0.933164 hartree, reference <S^2> = 1.000
cc-pVDZ: 2E(H) = -0.998557 hartree
cc-pVDZ: R (bohr), E - 2E(H) for RHF, MP2, CISD (hartree)
  10.0  0.240157  -0.027720  -0.000001
  20.0  0.266181  -0.370841  -0.000000
  40.0  0.278682  -1.098414  -0.000000
cc-pVDZ at 1.4 bohr: correlation CISD -0.034689, full CI -0.034689 hartree
rings, spacing 5.0 bohr: N, MP2/N, CISD/N (hartree)
    4  -0.013294  -0.019992
    8  -0.013292  -0.019146
   12  -0.013292  -0.018423
ring 8 to 12: MP2/N changes 0.005 %, CISD/N loses 3.78 %
all good
```
